# How much charged oxygen can a depleted thick oxide hold?

**Question.** A thick n-type oxide contains \(10^{18}\) shallow donors per cubic centimetre and has a dielectric constant of 10. Oxygen adsorbs on its surface, and each charged adsorbate holds one electron taken from the oxide. If the bands can bend upward by at most 0.5 V, how many charged adsorbates can the surface carry, and how does that number change with doping, permittivity and band bending?

**Answer.** Every electron held at the surface leaves an uncompensated donor behind. The positive donors and the negative adsorbates form a double layer, and its voltage is the band bending. A limit on the voltage is therefore a limit on the charge. The task is to find how much charge the double layer stores at a given voltage.

## The charge stored at a given bending

Let \(x\) run from the surface into the oxide, and let \(q>0\) be the elementary charge. The band bending \(\psi(x)\), in volts, is the rise of the conduction band edge above its height in the neutral bulk, divided by \(q\). It equals \(V\) at the surface and zero deep inside. An electron's potential energy is \(-q\) times the electrostatic potential, so \(\psi\) is minus that potential, measured from the bulk. Poisson's equation then has a positive sign,

\[
\psi''=\frac{\rho}{\varepsilon},\qquad \varepsilon=\varepsilon_r\varepsilon_0 ,
\]

with \(\rho\) the charge density.

Assume first that electrons are absent out to a depth \(W\) and that the oxide is neutral beyond it. This is the depletion approximation. All shallow donors, of density \(N_d\), are taken as ionised, so \(\rho=qN_d\) for \(x<W\). Neutral oxide beyond \(W\) has no field and no bending, which gives \(\psi(W)=\psi'(W)=0\). Integrating once from \(W\), and then again,

\[
\psi'(x)=-\frac{qN_d}{\varepsilon}(W-x),\qquad
\psi(x)=\frac{qN_d}{2\varepsilon}(W-x)^2 .
\]

Setting \(\psi(0)=V\) fixes the width:

\[
V=\frac{qN_dW^2}{2\varepsilon}
\quad\Rightarrow\quad
W=\sqrt{\frac{2\varepsilon V}{qN_d}} .
\]

Let \(N_s\) be the number of singly charged adsorbates per area. If the surface carries no other charge, neutrality of the whole requires \(qN_s=qN_dW\), so

\[
N_s=N_dW=\sqrt{\frac{2\varepsilon N_dV}{q}} .
\]

With \(\varepsilon_0=8.854\times10^{-14}\) F/cm and \(q=1.602\times10^{-19}\) C,

\[
W=\sqrt{\frac{2(10)(8.854\times10^{-14})(0.5)}{(1.602\times10^{-19})(10^{18})}}\ \text{cm}
=2.351\times10^{-6}\ \text{cm}=23.5\ \text{nm},
\]

\[
N_s=(10^{18}\ \text{cm}^{-3})(2.351\times10^{-6}\ \text{cm})
\approx2.4\times10^{12}\ \text{cm}^{-2}.
\]

This is 0.0235 charges per square nanometre. Against a rough \(10^{15}\) surface sites per square centimetre, it is 0.24 % of the sites. Electrostatics, not lack of room, sets the limit. It applies to charged species: neutral oxygen causes no bending in this model and may cover far more of the surface.

## How it scales

The density grows as the square root of each of \(\varepsilon_r\), \(N_d\) and \(V\), the other two being held fixed. Ten times the doping gives \(\sqrt{10}\approx3.2\) times the adsorbates, not ten times, because the depletion layer becomes 3.2 times thinner. Four times the bending doubles the density, because both the width and the field double.

If each adsorbate held two electrons, neutrality would read \(2N_s=N_dW\). At the same bending the number of adsorbates would be halved, to \(1.2\times10^{12}\) cm\(^{-2}\). Conversely, fixed positive surface charges of density \(N_+\) would change the balance to \(N_s=N_dW+N_+\). The formula limits the net surface charge, and it limits the adsorbates themselves when \(N_+\) is zero.

## Why the filling stops

So far \(V\) was simply given. A chemical reason for a largest \(V\) is an acceptor level on the adsorbate that lies \(qV_0\) below the Fermi level when the bands are flat. Each transferred electron gains \(qV_0\) but must also pay for the field. The field strength is \(|\psi'|\), so the field energy per area is

\[
U=\int_0^W\frac{\varepsilon}{2}(\psi')^2dx
=\frac{q^2N_d^2}{2\varepsilon}\int_0^W(W-x)^2dx
=\frac{q^2N_d^2W^3}{6\varepsilon}.
\]

Writing \(N\) for the charged density and using \(W=N/N_d\),

\[
U=\frac{q^2N^3}{6\varepsilon N_d},\qquad
\frac{dU}{dN}=\frac{q^2N^2}{2\varepsilon N_d}=qV(N).
\]

For charge smeared evenly over the surface, the cost of the next electron is the bending already present. Without thermal effects, transfer then stops when \(V(N)=V_0\), where the acceptor level has risen to the Fermi level.

At a finite temperature the charge can be arranged in many ways among the adsorbates. Let \(N_t\) be the total density of adsorbates, charged and neutral, held fixed, and give both states equal statistical weight. The free energy per area is

\[
F=U-qV_0N+kT\left[N\ln\frac{N}{N_t}+(N_t-N)\ln\frac{N_t-N}{N_t}\right].
\]

The derivative of the bracket is \(\ln(N/N_t)+1-\ln[(N_t-N)/N_t]-1\). The ones cancel, and \(dF/dN=0\) gives

\[
V(N)=V_0+\frac{kT}{q}\ln\frac{N_t-N}{N}.
\]

For \(V_0=0.5\) V at 300 K, where \(kT/q=25.85\) mV, the solutions are:

| Total adsorbed (cm\(^{-2}\)) | Charged (cm\(^{-2}\)) | Bending (V) |
|---|---|---|
| \(10^{12}\) | \(1.00\times10^{12}\) | 0.090 |
| \(10^{13}\) | \(2.42\times10^{12}\) | 0.530 |
| \(10^{14}\) | \(2.56\times10^{12}\) | 0.594 |
| \(10^{15}\) | \(2.69\times10^{12}\) | 0.653 |

The table uses the depletion formula for \(V(N)\). The electron tail treated in the next section would add about 0.03 V to the bending in the first row and lower the charged density in the other rows by 2 to 3 %.

The table also treats the surface charge as smeared out. Real electrons can settle on adsorbates far from one another, which lowers the cost of adding one by roughly 0.1 V at the densities in the last three rows. The bending there would be higher by about that much, and the charged density by 7 to 8 %.

At the lowest coverage practically every adsorbate is charged. Beyond the limit nearly all further oxygen stays neutral, but the limit is soft. When \(N_t\gg N\), a tenfold rise in coverage raises the bending by about \((kT/q)\ln10\approx60\) mV. Thus a level 0.5 eV deep is not quite the same as a bending capped at 0.5 V: at \(10^{15}\) cm\(^{-2}\) the charged density in the table is 14 % above the estimate. The original question fixes the bending, and the following sections return to that case.

## Electrons do not stop at a sharp edge

Real electrons spread into the edge of the depletion layer and cancel part of the donor charge. To include them, keep the electron density \(n(\psi)\) in Poisson's equation:

\[
\psi''=\frac{q}{\varepsilon}\,[N_d-n(\psi)] .
\]

Multiply by \(\psi'\) and integrate from the surface to the field-free bulk. The left side is the integral of \((\psi'^2/2)'\), and on the right \(\psi'dx=d\psi\):

\[
-\frac{\psi'(0)^2}{2}
=\frac{q}{\varepsilon}\int_V^0[N_d-n(\psi)]\,d\psi .
\]

Reversing the limits removes both minus signs. Gauss's law gives \(|\psi'(0)|=qN_s/\varepsilon\), so

\[
N_s^2=\frac{2\varepsilon}{q}\left[N_dV-\int_0^Vn\,d\psi\right].
\]

The last integral has a simple meaning. At fixed temperature the pressure \(P\) of an electron gas obeys \(dP=n\,d\mu\), where \(\mu\) is the Fermi level measured from the local band edge. Bending lowers \(\mu\) by \(q\psi\), hence \(dP/d\psi=-qn\), and

\[
N_s^2=\frac{2\varepsilon}{q}\left[N_dV-\frac{P_{\rm bulk}-P_{\rm surface}}{q}\right].
\]

For a dilute gas \(P=nkT\). The bulk pressure is \(N_dkT\), and the surface pressure is smaller by \(e^{-qV/kT}\), which is negligible here. Then

\[
N_s\approx N_dW\sqrt{1-\frac{kT}{qV}}
\approx N_dW\left(1-\frac{kT}{2qV}\right).
\]

At 300 K the leading correction is \(-25.85/1000\), or \(-2.6\) %. A numerical solution of Poisson's equation with Fermi statistics and a rough electron mass of \(0.2\,m_0\) gives \(2.28\times10^{12}\) cm\(^{-2}\), which is 2.8 % below the depletion formula. The Fermi level lies 17 meV below the band edge in the bulk, so the gas is slightly degenerate. Its pressure then exceeds \(N_dkT\), which makes the reduction larger than in the dilute limit. These two numbers assume full ionisation in the bulk, which is marginal here: an isolated hydrogen-like donor would be bound by about 27 meV, and the doping lies at the Mott threshold, \(N_d^{1/3}a_B\approx0.26\), where \(a_B\) is the donor's Bohr radius. If that level survived, fewer than half the donors would be ionised in the bulk, the Fermi level would lie about 40 meV below the band edge, and the reduction would be 3.3 %. At 573 K, a temperature at which a gas sensor might work, the pressure formula gives \(2.23\times10^{12}\) cm\(^{-2}\), or 5.2 % below.

The charge counted directly from the numerical \(\psi(x)\) agreed with the pressure formula to better than 0.1 % in five cases: bendings of 0.25, 0.5 and 1 V at \(10^{18}\) cm\(^{-3}\) and 300 K, and 0.5 V both at \(10^{17}\) cm\(^{-3}\) and at 573 K. The square-root law is therefore good when \(qV\gg kT\) and the electron gas is not strongly degenerate. For bendings of only a few \(kT/q\) it becomes inaccurate, because the tail is then comparable in width with the depletion layer. At \(qV=3kT\), for example, the dilute-gas result with the surface pressure kept is \(N_dW\sqrt{1-(1-e^{-3})/3}\), which is 17 % below the square-root law.

## How thick is thick?

If the film's thickness \(L\) is less than \(W\), the donors run out first. Suppose its surface band edge is held at the same height above the Fermi level as in the thick film, and that no field leaves through the back. Depletion then extends through the film, and integrating from \(\psi'(L)=0\) gives

\[
N_s=N_dL,\qquad
\psi(L)=V-\frac{qN_dL^2}{2\varepsilon}
=V\left(1-\frac{L^2}{W^2}\right).
\]

For \(L=10\) nm the bending at the back is still 0.41 V, so almost no electrons remain. For films clearly thinner than \(W\), the square-root law has become a linear law in both doping and thickness, and permittivity no longer matters. Close to \(W\), the electron tail makes the charge a few per cent smaller than \(N_dL\).

The numerical solutions give \(1.00\), \(2.00\), \(2.28\) and \(2.28\times10^{12}\) cm\(^{-2}\) for films of 10, 20, 30 and 50 nm. The crossover is sharp because the residual bending is screened over a short distance. For small \(\psi\) in a dilute gas, \(n\approx N_d(1-q\psi/kT)\), and Poisson's equation becomes \(\psi''=\psi/L_D^2\) with

\[
L_D=\sqrt{\frac{\varepsilon kT}{q^2N_d}}
=W\sqrt{\frac{kT}{2qV}}
\approx23.5\sqrt{0.02585}\ \text{nm}\approx3.8\ \text{nm}.
\]

In this example, "thick" means about 30 nm or more.

## Deep donors raise the limit

Native defects can add donors that are neutral in the bulk but ionise where the bands rise. Consider a density \(N_D\) of such centres, each able to release one electron, with a level \(\Delta\) below the bulk Fermi level. With a spin weight of two for the neutral state, the ionised fraction is

\[
f(\psi)=\frac{1}{1+2e^{(\Delta-q\psi)/kT}} .
\]

These centres add \(qN_Df\) to the charge density, and hence \(N_D\int_0^Vf\,d\psi\) to the bracket in the formula for \(N_s^2\). With \(u=(q\psi-\Delta)/kT\), the fraction is \(e^u/(e^u+2)\), whose integral over \(u\) is \(\ln(e^u+2)\). Therefore

\[
\int_0^Vf\,d\psi=\frac{kT}{q}
\ln\frac{e^{(qV-\Delta)/kT}+2}{e^{-\Delta/kT}+2}
\approx V-\frac{\Delta}{q}-\frac{kT}{q}\ln2 ,
\]

provided both \(\Delta\) and \(qV-\Delta\) are much larger than \(kT\).

Take \(N_D=10^{18}\) cm\(^{-3}\) and \(\Delta=0.2\) eV as an illustration. The integral is \(0.5-0.2-0.018=0.282\) V. Since \(N_D=N_d\), it adds a fraction \(0.282/0.5\) of the squared depletion result. In units of \(10^{12}\) cm\(^{-2}\),

\[
N_s\approx\sqrt{2.284^2+2.351^2\,(0.282/0.5)}\approx2.89 .
\]

The numerical Poisson solution also gives \(2.89\times10^{12}\) cm\(^{-2}\), an increase of 26 % over the same film without deep donors. The donor density that matters is that of the charge exposed in the depletion layer. The density of free electrons in the bulk may underestimate it.

## Band bending is not the whole work-function change

The adsorbate charge sits slightly outside the oxide. If its centre is a height \(h\) above the surface, the laterally averaged field in the gap is \(qN_s/\varepsilon_0\), and the work function rises by an extra \(qN_sh/\varepsilon_0\). For \(h=0.2\) nm and the depletion result this is 0.085 V. It is no part of the bending inside the oxide.

If 0.5 V were instead the total work-function change, the condition would be

\[
\frac{qN_s^2}{2\varepsilon N_d}+\frac{qN_sh}{\varepsilon_0}=V .
\]

Multiplying by \(2\varepsilon N_d/q\) and writing \(b=\varepsilon_rh\) gives \(N_s^2+2bN_dN_s-N_d^2W^2=0\). Its positive root is

\[
N_s=N_d\left(\sqrt{W^2+b^2}-b\right).
\]

With \(b=2.0\) nm this is \(2.16\times10^{12}\) cm\(^{-2}\), about 8 % below the depletion result. The shift is small while \(b\ll W\), so it matters more in heavily doped oxides.

## Other effects at these numbers

The surface field is \(2V/W=1.0\ \text{V}/23.5\ \text{nm}=0.425\) MV/cm. That is 0.14 of a rough breakdown field of 3 MV/cm, so breakdown does not set this limit.

Tunnelling affects how fast electrons reach the surface, not the equilibrium charge. At the base of the barrier the semiclassical exponent for an electron of mass \(m\) is

\[
\frac{2}{\hbar}\int_0^W\sqrt{2mq\psi}\,dx
=\frac{W\sqrt{2mqV}}{\hbar}
=\frac{V}{E_{00}},\qquad
E_{00}=\frac{\hbar}{2}\sqrt{\frac{N_d}{m\varepsilon}} .
\]

The first equality uses \(\int_0^W(1-x/W)dx=W/2\), and the second inserts \(W\). Here \(E_{00}=13.1\) mV and the exponent is 38, against \(qV/kT=19\) for thermal activation at 300 K. Tunnelling at the base is thus weaker than activation over the top. Neither is the main route, however. With \(kT\approx2qE_{00}\), thermally excited electrons tunnel through the thin upper part of the barrier. The same semiclassical estimate, summed over electron energies, peaks about 0.11 eV below the top and gives a flux roughly 30 times that over the top.

Holes could add positive charge near the surface. For a rough gap of 2.8 eV and a hole mass of \(m_0\), their density at the surface at 573 K is of the order of 1 cm\(^{-3}\), negligible beside the donors.

The charges are also discrete. Their mean spacing is \(N_s^{-1/2}=6.5\) nm. Near one charge on the interface the radial field \(E\) is the same in both half-spaces, so Gauss's law gives \(2\pi r^2(\varepsilon_0+\varepsilon)E=q\), and the potential has magnitude

\[
\phi(r)=\frac{q}{2\pi\varepsilon_0(1+\varepsilon_r)r}.
\]

At half the mean spacing it is 80 mV and at a quarter of the spacing 160 mV. These are values for one charge alone; the variation about the lateral average also depends on the other charges. In a regular square array of charges on the interface, the bending midway between nearest neighbours is about 46 mV below the average, so the local bending still varies noticeably from place to place. The donors are discrete too: they are about 10 nm apart, and placed at random they scatter the surface potential by roughly 70 mV (root mean square) before the adsorbed electrons rearrange to screen it. The value 0.5 V must be read as a lateral average. Where electrons are absent and the donors are fully ionised, averaging Poisson's equation returns the one-dimensional equation used above. At the depletion edge the electrons respond nonlinearly, and there the one-dimensional treatment is a mean-field approximation.

## Beside a real oxide

The mass and gap used here are rough values for In\(_2\)O\(_3\), and a permittivity near 10 suits it. A donor density of \(10^{18}\) cm\(^{-3}\) represents a lightly doped film; transparent electrodes made of tin-doped In\(_2\)O\(_3\) are doped far more heavily. At \(10^{20}\) cm\(^{-3}\) the formula would give ten times the charge in a layer only 2.4 nm wide, with a strongly degenerate electron gas, and the few-per-cent accuracy found above could not be assumed.

In real films the assumption of no other surface charge is the one to examine first. Positive surface defects of density \(10^{12}\) cm\(^{-2}\) would let the surface hold \(10^{12}\) cm\(^{-2}\) more negative adsorbates at the same bending, an increase of over 40 %. Deep donors act in the same direction, while films thinner than \(W\) lower the limit. So do rounded grains, even some several times wider than \(W\), because a curved surface has less oxide beneath each unit of area. For a thick, uniform film without such charges or deep donors, a bending of 0.5 V supports slightly more than \(2\times10^{12}\) singly charged adsorbates per square centimetre.

## Calculated quantities

```
Donor density: 1.0e+18 cm^-3
Relative permittivity: 10
Band bending: 0.50 V
Electron mass (rough): 0.2 m0
Depletion width W: 23.51 nm
Adsorbate density, depletion formula: 2.351e+12 cm^-2
Same density: 0.0235 nm^-2
Site density (rough): 1.0e+15 cm^-2
Charged fraction of sites: 0.24 %
Full Poisson, 300 K: 2.284e+12 cm^-2
  change from formula: -2.8 %
  mesh shift, 1000 to 2000 cells: 6.0e-05 %
kT/q at 300 K: 25.85 mV
Bulk Fermi level minus band edge, 300 K: -16.9 meV
With electron tail, 573 K: 2.228e+12 cm^-2
  change from formula: -5.2 %
Film 10 nm thick: 1.000e+12 cm^-2
Film 20 nm thick: 1.997e+12 cm^-2
Film 30 nm thick: 2.283e+12 cm^-2
Film 50 nm thick: 2.284e+12 cm^-2
Total adsorbed 1e+12 cm^-2: charged 1.000e+12 cm^-2, bending 0.090 V
Total adsorbed 1e+13 cm^-2: charged 2.419e+12 cm^-2, bending 0.530 V
Total adsorbed 1e+14 cm^-2: charged 2.562e+12 cm^-2, bending 0.594 V
Total adsorbed 1e+15 cm^-2: charged 2.686e+12 cm^-2, bending 0.653 V
Deep donors: 1.0e+18 cm^-3, 0.2 eV below Fermi level
  density with deep donors: 2.887e+12 cm^-2
  change from full Poisson: 26.4 %
Height of adsorbate charge: 0.2 nm
  extra work-function change: 0.085 V
  density if 0.5 V is the total: 2.159e+12 cm^-2
  change from formula: -8.1 %
Surface field in oxide: 0.425 MV/cm
Breakdown field (rough): 3.0 MV/cm
  surface field / breakdown: 0.14
Tunnelling energy E00: 13.1 meV
  tunnelling exponent at barrier base: 38.1
  thermal exponent qV/kT, 300 K: 19.3
Gap (rough): 2.8 eV; hole mass (rough): 1.0 m0
  surface holes, 573 K: 2.2e+00 cm^-3
Mean adsorbate spacing: 6.52 nm
  one-charge potential at half spacing: 80 mV
```
